# Why the K-shell oscillator strength does not sum to two

## The argument under review

The argument concerns the integrated K-shell absorption of a free titanium atom, $1s^2\,2s^2\,2p^6\,3s^2\,3p^6\,3d^2\,4s^2$. It runs as follows.

> The oscillator strengths of one electron, summed over all final states, give one. The K shell holds two electrons. Its absorption spectrum therefore has total strength two, and this fixes the area under the K-shell cross section without any calculation of wavefunctions.

The first two sentences are correct for independent electrons in a local potential. The third does not follow from them. The question is which final states the sum rule contains, and which of them a K electron can reach.

I use a definite model. The electrons are nonrelativistic and move independently in a common, spherical, local potential $V(r)$, with one-electron Hamiltonian $h=\mathbf p^2/2m+V$. Light acts through the electric dipole. A subshell $a$ has orbital energy $\varepsilon_a$, angular momentum $l_a$, capacity $g_a=2(2l_a+1)$ and $n_a$ electrons.

## What the sum rule contains

Let $|a\rangle$ be an eigenstate of $h$. Since $V$ commutes with $x$, only the kinetic energy contributes to

$$[h,x]=-\frac{i\hbar}{m}p_x,\qquad [x,[h,x]]=-\frac{i\hbar}{m}[x,p_x]=\frac{\hbar^2}{m}.$$

Written out, the same double commutator is $2xhx-x^2h-hx^2$. Its expectation value in $|a\rangle$ is

$$2\langle a|xhx|a\rangle-2\varepsilon_a\langle a|x^2|a\rangle
=2\sum_b(\varepsilon_b-\varepsilon_a)|\langle b|x|a\rangle|^2 .$$

The last form follows by inserting the complete set $\sum_b|b\rangle\langle b|=1$ between the two factors $x$ in $x^2$, and on one side of $h$ in $xhx$. Equating the two results and multiplying by $m/\hbar^2$ gives

$$\frac{2m}{\hbar^2}\sum_b(\varepsilon_b-\varepsilon_a)|\langle b|x|a\rangle|^2=1 .$$

The same holds for $y$ and $z$. Averaging over the three directions and collecting the orbitals $b$ into subshells, we define the strength per electron of $a$ into the whole of subshell $b$,

$$f(a\to b)=\frac{2m}{3\hbar^2}(\varepsilon_b-\varepsilon_a)\sum_{m_b}|\langle b|\mathbf r|a\rangle|^2,\qquad \sum_b f(a\to b)=1. \tag{1}$$

The dipole operator conserves spin, so $b$ runs over spatial orbitals. The sum includes the continuum.

The derivation used completeness, and a complete set contains every eigenstate of $h$, whether or not another electron sits in it. For $a=1s$ the sum in (1) includes $2p$ and $3p$, which are full in titanium. The rule knows about one electron and nothing about the other 21.

## What the atom can do

In second quantization the dipole operator is $\sum_{ab}\langle b|\mathbf r|a\rangle\,c_b^\dagger c_a$, where $a$ and $b$ now label spin orbitals. Acting on a determinant, the term with $b\neq a$ vanishes unless $a$ is filled and $b$ is empty. Each surviving term produces a different determinant, with excitation energy $\varepsilon_b-\varepsilon_a$. The absorption strength of the atom is therefore the sum of one-electron strengths over filled $a$ and empty $b$.

The $3d$ subshell of titanium is partly filled. I average over all ways of placing its two electrons. For titanium this gives the same subshell strengths as the unoriented ground level $^3F_2$: there each spatial $3d$ orbital holds $0.4$ electron summed over spin, the dipole operator conserves spin, and all other occupied subshells are closed. A given spin orbital of subshell $a$ is then filled with probability $n_a/g_a$, and one of subshell $b$ is empty with probability $1-n_b/g_b$. For two different subshells these occupations are independent, so the probabilities multiply. Within one subshell the dipole matrix elements vanish by parity. Summing over the $g_a$ spin orbitals of $a$ gives the observable strength of subshell $a$,

$$S_a=n_a\sum_b\left(1-\frac{n_b}{g_b}\right)f(a\to b)
=n_a-\sum_b T_{ab},\qquad T_{ab}=\frac{n_an_b}{g_b}f(a\to b), \tag{2}$$

where the second form uses (1). The quantity $T_{ab}$ is the strength that the occupation of $b$ removes from $a$.

For the K shell, $n_a=2$ and the dipole operator leads to p states:

$$S_K=2-2\sum_{n'}\frac{n_{n'p}}{6}\,f(1s\to n'p). \tag{3}$$

Every p level lies above $1s$, so every $f(1s\to n'p)$ is positive or, if the matrix element happens to vanish, zero. Occupied p shells thus lower $S_K$ below two. In this model the value two is recovered for a configuration without p electrons, such as that of beryllium, $1s^22s^2$.

## Where the missing strength goes

A second objection might now be raised: the whole atom has $N$ electrons, and its total strength should be $N$. If the K shell falls short, something else must exceed its electron count.

This is correct, and the mechanism is the sign of $f$. Multiply (1) by $g_a$. Since $\sum_{m_b}|\langle b|\mathbf r|a\rangle|^2$ does not depend on $m_a$, by rotational invariance, the factor $2l_a+1$ can be written as a sum over $m_a$:

$$g_af(a\to b)=\frac{4m}{3\hbar^2}(\varepsilon_b-\varepsilon_a)\sum_{m_am_b}|\langle b|\mathbf r|a\rangle|^2=-g_bf(b\to a).$$

The double sum is symmetric in $a$ and $b$, while the energy difference changes sign. Hence

$$T_{ab}=\frac{n_an_b}{g_ag_b}\,g_af(a\to b)=-T_{ba},\qquad \sum_aS_a=N-\sum_{ab}T_{ab}=N. \tag{4}$$

In words: the one-electron sum for a $2p$ electron contains the downward transition $2p\to1s$, whose strength is negative. The full K shell forbids this transition. Removing a negative term raises the sum over the allowed ones, by the amount that the K shell loses through $1s\to2p$.

The gain is a change in an integral. It is not an absorption line of the $2p$ shell at the $1s$–$2p$ energy, since the transition at that energy is blocked in both directions. Equation (4) says nothing about where in the $2p$ spectrum the surplus lies; a surplus relative to an electron count has no spectral position of its own.

Nor may one conclude that the $2p$ sum is six plus the K-shell contribution. The $2p$ shell also exchanges strength with every other occupied s and d shell, with the sign set by which level is lower.

## A case with two electrons

The bookkeeping can be checked without assuming (2), by starting from many-body states. Take two fermions of equal spin in one dimension, in a well with orbitals $0$ and $1$ occupied. With $f$ the strength of $0\to1$, the reasoning above predicts $1-f$ for the inner particle, $1+f$ for the outer one, and two in total.

The numerical check diagonalizes the two-particle Hamiltonian and sorts the excitations by whether orbital $0$ remains filled. For its well $f=0.9525$. The inner sum is $0.0475$ and the outer sum $1.952$, as predicted within the accuracy of the grid. Here the inner particle has lost nearly all its strength, although its one-electron sum is one.

The total has a wider validity than its division. Let $X=\sum_ix_i$ and let the interaction depend on positions alone. It then commutes with $X$, and the double commutator of the full Hamiltonian is

$$[X,[H,X]]=\sum_i\frac{\hbar^2}{m}=\frac{N\hbar^2}{m}.$$

The steps that led to (1) now give a total of $N$ for an interacting eigenstate. With a repulsion switched on, the program finds $1.9999$ for the two particles. The separate sums, by contrast, rest on assigning each excitation to one orbital, which the interacting states do not permit in general.

## The titanium atom

To evaluate (3) we need the angular factor. Write an orbital as $R(r)Y_{lm}$ and let $R_{ab}=\int_0^\infty R_bR_a\,r^3\,dr$. Let $L$ be the larger of $l_a$ and $l_b=l_a\pm1$. The recurrence relation of the spherical harmonics gives

$$|\langle L,m|\cos\theta|L-1,m\rangle|^2=\frac{L^2-m^2}{4L^2-1}.$$

Summing over $m=-(L-1),\dots,L-1$, with $\sum m^2=(L-1)L(2L-1)/3$,

$$\frac{(2L-1)L^2-\tfrac13(L-1)L(2L-1)}{(2L-1)(2L+1)}
=\frac{L\,[3L-(L-1)]}{3(2L+1)}=\frac L3 .$$

The three Cartesian directions contribute equally, so the full double sum over $m_a$ and $m_b$ is $L\,R_{ab}^2$. Dividing by the $2l_a+1$ values of $m_a$ gives the sum for one initial orbital, and

$$f(a\to b)=\frac{2m}{3\hbar^2}(\varepsilon_b-\varepsilon_a)\frac{L}{2l_a+1}R_{ab}^2. \tag{5}$$

For $1s\to n'p$ the angular fraction is one.

The potential is taken from a self-consistent, spherical, spin-unpolarized calculation in the exchange-only local-density approximation. This potential is local, as assumed in deriving (1). The calculation omits correlation, relativity and the relaxation of the orbitals around a core hole. Its results are:

- $1s\to2p$: energy difference $4380$ eV, $|R_{ab}|=2.761$ pm, $f=0.2922$.
- $1s\to3p$: energy difference $4784$ eV, $|R_{ab}|=0.808$ pm, $f=0.0273$.

The second strength is much smaller because of the radial integral. By (5) the ratio of the two is

$$\frac{4784}{4380}\left(\frac{0.808}{2.761}\right)^2=1.092\times0.0856=0.0935,$$

and $0.0935\times0.2922=0.0273$, as listed. Both p shells are full, so (3) gives

$$S_K=2-0.5844-0.0547=1.361 .$$

The K shell of this model atom lacks 32% of the strength that the argument assigns to it. The program also obtains $S_K$ by adding the strengths into the empty states, including a discretized continuum, and tests that the two routes agree.

For comparison, consider the orbitals of a bare nucleus. Lengths scale as $1/Z$ and energies as $Z^2$, so by (5) the strengths do not depend on $Z$. They are $0.4162$ for $1s\to2p$ and $0.0791$ for $1s\to3p$. With both p shells full, $S_K$ would be $2-2(0.4162+0.0791)=1.01$. The potential of the other electrons thus reduces the blocked strength considerably in titanium, but does not make it small.

The sums over empty states for all subshells are:

| Subshell | Electrons | $S_a$ | $S_a-n_a$ |
|---|---:|---:|---:|
| $1s$ | 2 | 1.361 | −0.639 |
| $2s$ | 2 | 1.362 | −0.638 |
| $2p$ | 6 | 6.688 | +0.688 |
| $3s$ | 2 | 0.896 | −1.104 |
| $3p$ | 6 | 6.473 | +0.473 |
| $3d$ | 2 | 2.997 | +0.997 |
| $4s$ | 2 | 2.224 | +0.224 |

Before rounding they add to $22.000$. The rounded entries, each uncertain by one unit in the last digit, add to $22.001$; the group sums below are taken from the unrounded values. The surplus of the $2p$ shell is made up of its exchanges with the five occupied shells that the dipole operator connects to it, in the order $1s$, $2s$, $3s$, $3d$, $4s$:

$$0.584+0.385-0.106-0.170-0.006=0.687,$$

which agrees with the table within rounding. The K shell supplies the largest entry. The $2s$ shell, which lies below $2p$, also gives strength to it; the three higher shells take strength from it.

Grouped by principal quantum number, the L shell has $8.050$ for eight electrons, the M shell $10.365$ for ten and the N shell $2.224$ for two. Their surpluses are $0.050$, $0.365$ and $0.224$, which add to the K-shell deficit of $0.639$. The L shell keeps little of what it receives, because its own transitions into occupied M and N subshells are blocked in turn. The statement that the K deficit reappears in the outer shells is therefore true of their sum. It would be wrong to look for all of it in the L shell.

Nearly all of the $2p$ strength lies below the K threshold of the model, $-\varepsilon_{1s}=4822$ eV. The part above it is about $0.04$, less than one per cent of the $2p$ sum and small beside the surplus of $0.688$. (The discretized continuum of the program locates this division only roughly; it gives $6.7$ for the part below.) The raised sum is thus found in the $2p$ spectrum below the K threshold, and not in some additional absorption above it.

## Consequence for the cross section

The argument wanted an area, so the strength must be converted. Let the light have field amplitude $E_0$ along $z$ and photon energy $E=\hbar\omega$. The perturbation $ezE_0\cos\omega t$ has an absorbing part of amplitude $ezE_0/2$, and the golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\frac{e^2E_0^2}{4}|\langle b|z|a\rangle|^2\,\delta(E-\varepsilon_b+\varepsilon_a).$$

The cross section is the absorbed power $\hbar\omega W$ divided by the intensity $\tfrac12\varepsilon_0cE_0^2$, where $\varepsilon_0$ is the vacuum permittivity:

$$\sigma(E)=\frac{\pi e^2\omega}{\varepsilon_0c}|\langle b|z|a\rangle|^2\,\delta(E-\varepsilon_b+\varepsilon_a).$$

On integration over $E$, the delta function sets $\omega=(\varepsilon_b-\varepsilon_a)/\hbar$. The strength of this transition for $z$ polarization is $(2m/\hbar^2)(\varepsilon_b-\varepsilon_a)|\langle b|z|a\rangle|^2$, so that $\omega|\langle b|z|a\rangle|^2$ equals $\hbar/2m$ times the strength. Summing over the allowed transitions of a shell, and averaging over orientation,

$$\int\sigma_a(E)\,dE=\frac{\pi e^2\hbar}{2\varepsilon_0mc}\,S_a . \tag{6}$$

The prefactor is $109.76$ Mb eV, with $1\ \text{Mb}=10^{-22}\ \text{m}^2$. The argument predicts $2\times109.76=219.5$ Mb eV for the K shell. With blocking the area is $1.361\times109.76=149.4$ Mb eV. Relative to the latter, the argument's value is 47% too large. A cross-section scale fixed by setting the K-shell area to two units would carry this error.

Equation (6) refers to the K-shell part alone. Above the K threshold the outer shells absorb as well, and their contribution must be subtracted before a measured area is compared with $S_K$. The integral also runs to photon energies at which the dipole approximation no longer holds, so $S_K$ is a property of the dipole spectrum. In the model about 7% of $S_K$ lies above $20$ keV and about 2% above $40$ keV, where the photon wavenumber times the mean $1s$ radius is $0.4$ and $0.75$.

## Opening the blocked transition

The blocked strength can be released by making room for it. Remove one $2p$ electron and keep all orbitals fixed. The factor $n_{2p}/6$ in (3) falls from $1$ to $5/6$, and the K sum rises by one sixth of the blocked amount:

$$S_K=1.361+\frac{0.5844}{6}=1.458 .$$

The increase of $0.097$ is a true absorption line, at the $1s$–$2p$ energy and below the K threshold. It is an average over the orientation of the hole. In a real ion the outer orbitals contract and the energies shift, which this estimate leaves out. Letting the orbitals of the $2p^5$ ion relax in the same approximation gives a line of $0.101$ and a K sum of $1.435$, because the strengths that remain blocked grow as well.

## Conditions on the corrected statement

The second form of (2), and with it (3), rests on the sum rule (1), which was derived for a local potential. A term linear in the momentum, such as spin–orbit coupling $\xi(r)\,\mathbf L\cdot\mathbf S$, has a vanishing double commutator and leaves the sum at one; a general nonlocal term does not. Suppose instead that $h$ contains a nonlocal term with kernel $K(x,x')$, as the exchange term of Hartree–Fock theory does. In one dimension the kernel of $2xKx-x^2K-Kx^2$ is

$$(2xx'-x^2-x'^2)K(x,x')=-(x-x')^2K(x,x'),$$

and the sum for one orbital $\phi_a$ becomes

$$\sum_bf(a\to b)=1-\frac{m}{\hbar^2}\iint\phi_a^*(x)\,(x-x')^2K(x,x')\,\phi_a(x')\,dx\,dx'.$$

An exchange-type term added to the one-dimensional well changes the sum for the outer orbital from $1$ to $0.836$. With such orbitals, even the starting value of two for the K shell is lost before any blocking is considered.

Correlation limits the statement in another way. In a real atom, absorption by a K electron can be accompanied by the excitation of further electrons, and the assignment of strength to shells then depends on how the final states are sorted. The total of $N$ survives this, as shown above. The value $1.361$ is a result of the independent-particle model for titanium, and its last two digits should not be carried over to a measured spectrum. Other local potentials move it by $0.01$ to $0.03$: Slater's exchange, $3/2$ times the one used here, gives $1.348$, and the potential of an atom with half a $1s$ hole gives $1.337$, which changes the excess of 47% to 48% and 50%.

The argument should be amended at its third sentence. Two is the strength of the K electrons into all orbitals, occupied ones included. The absorption spectrum contains the part that leads to empty orbitals, and finding that part requires the wavefunctions which the argument hoped to avoid.

## Table of computed values

```
Ti atom, exchange-only LDA, nonrelativistic; Z = 22
orbital energy 1s: -4821.71 eV
orbital energy 2s: -527.86 eV
orbital energy 2p: -441.48 eV
orbital energy 3s: -60.16 eV
orbital energy 3p: -37.45 eV
orbital energy 3d: -3.47 eV
orbital energy 4s: -3.68 eV
1s-2p energy difference: 4380.2 eV
1s-2p radial integral, size: 2.7612 pm
f(1s->2p) per electron: 0.2922
f(1s->2p) bare nucleus: 0.4162
1s-3p energy difference: 4784.3 eV
1s-3p radial integral, size: 0.8083 pm
f(1s->3p) per electron: 0.0273
f(1s->3p) bare nucleus: 0.0791
blocked 1s->2p, two electrons: 0.5844
blocked 1s->3p, two electrons: 0.0547
subshell: electrons, sum over empty states, difference
  1s: 2, 1.3609, -0.6391
  2s: 2, 1.3619, -0.6381
  2p: 6, 6.6882, +0.6882
  3s: 2, 0.8955, -1.1045
  3p: 6, 6.4725, +0.4725
  3d: 2, 2.9971, +0.9971
  4s: 2, 2.2239, +0.2239
sum over all subshells: 22.0000
shell n=1: electrons 2, sum 1.3609
shell n=2: electrons 8, sum 8.0501
shell n=3: electrons 10, sum 10.3650
shell n=4: electrons 2, sum 2.2239
transfer 1s to 2p: +0.5844
transfer 2s to 2p: +0.3851
transfer 3s to 2p: -0.1057
transfer 3d to 2p: -0.1698
transfer 4s to 2p: -0.0059
2p strength below model K threshold: 6.7
K sum with one 2p electron removed: 1.4583
cross-section area per unit strength: 109.76 Mb eV
K area if sum were 2: 219.5 Mb eV
K area with blocking: 149.4 Mb eV
two-fermion model, f(inner->outer): 0.9525
two-fermion model, inner sum: 0.0475
two-fermion model, outer sum: 1.9524
two-fermion total with repulsion: 1.9999
one-orbital sum with nonlocal exchange: 0.8359
```
